# Ohmic friction and the thermal-to-tunnelling crossover temperature

## Problem

A hydrogen atom moves from a surface hydroxyl group to a leaving ligand, a type of step that occurs in the deposition and etching of oxides. Its reaction coordinate $q$, of mass $m$, crosses a smooth barrier with its top at $q=0$, height $V_0$ and curvature $V''(0)=-m\omega_b^2$. The surroundings exert Ohmic friction, so that the classical motion, apart from the random force, obeys

$$m\ddot q+m\gamma\dot q+V'(q)=0 .$$

Here $\gamma$ is the damping rate of the velocity: a free particle slows as $e^{-\gamma t}$. The potential $V$ is held fixed when $\gamma$ is changed.

At high temperature the atom is carried over the barrier by thermal energy; at low temperature it tunnels. Let $T_c$ be the temperature that separates the two regimes, defined below through the imaginary-time path that dominates the rate.

1. By what factor does $T_c$ change when $\gamma$ is raised from zero to $\omega_b$?
2. For $V_0=0.40$ eV and $\hbar\omega_b=0.12$ eV, what does this mean at 473 K and at 173 K?

## First estimate by scaling

Quantum statistics at temperature $T$ has a characteristic time $\hbar/k_BT$. Tunnelling should matter once this is as long as the time $t_b$ in which the particle moves appreciably near the barrier top. Hence $k_BT_c\sim\hbar/t_b$.

Without friction, inertia balances the barrier force: $mq/t_b^2\sim m\omega_b^2q$, so $t_b\sim1/\omega_b$. With strong friction, the drag balances it: $m\gamma q/t_b\sim m\omega_b^2q$, so $t_b\sim\gamma/\omega_b^2$. At $\gamma=\omega_b$ the two times are equal and neither limit applies. The simplest interpolation adds them:

$$t_b\sim\frac1{\omega_b}+\frac{\gamma}{\omega_b^2},\qquad
\frac{T_c(\gamma)}{T_c(0)}\sim\frac{1}{1+\gamma/\omega_b}.$$

This gives $1/2$ at $\gamma=\omega_b$. It assumes that the unknown numerical prefactor is the same in both limits, and that times may be added.

## Exact solution for the model

**Friction from a bath.** A path integral needs a Hamiltonian, so the friction is produced by oscillators $x_j$ with the energy

$$\sum_j\left[\frac{p_j^2}{2m_j}+\frac{m_j\omega_j^2}{2}\left(x_j-X_j\right)^2\right],\qquad X_j=\frac{c_jq}{m_j\omega_j^2}.$$

For any fixed $q$ the oscillators can relax to $x_j=X_j$ at no cost, so the coupling leaves $V$ unchanged. The couplings enter through

$$J(\omega)=\frac\pi2\sum_j\frac{c_j^2}{m_j\omega_j}\delta(\omega-\omega_j)=m\gamma\omega .$$

To see that this is the stated friction, solve $m_j\ddot x_j+m_j\omega_j^2x_j=c_jq$ and integrate by parts once. Apart from terms set by the initial state, which make up the random force,

$$x_j-X_j=-\frac{c_j}{m_j\omega_j^2}\int_0^t\cos[\omega_j(t-s)]\,\dot q(s)\,ds .$$

The force on $q$ is $\sum_jc_j(x_j-X_j)=-\int_0^tK(t-s)\dot q(s)ds$, with

$$K(t)=\frac2\pi\int_0^\infty\frac{J(\omega)}{\omega}\cos\omega t\,d\omega=2m\gamma\,\delta(t).$$

Half of the delta function lies inside the integration range, which leaves $-m\gamma\dot q$.

**Imaginary time.** With $\beta=1/k_BT$, thermal quantum averages are sums over paths of period $\hbar\beta$, weighted by $e^{-S/\hbar}$, where $S$ contains kinetic plus potential energy. Write

$$q(\tau)=\sum_nq_ne^{i\nu_n\tau},\qquad \nu_n=\frac{2\pi n}{\hbar\beta}.$$

For one harmonic of frequency $\nu$, oscillator $j$ contributes $\frac12m_j[\nu^2|x_j|^2+\omega_j^2|x_j-X_j|^2]$ to $S/\hbar\beta$. Because this is quadratic, integrating over $x_j$ is equivalent, up to a constant factor, to inserting the minimum $x_j=\omega_j^2X_j/(\nu^2+\omega_j^2)$. The value there is

$$\frac{m_j}{2}\,\frac{\nu^2\omega_j^4+\omega_j^2\nu^4}{(\nu^2+\omega_j^2)^2}|X_j|^2
=\frac{c_j^2}{2m_j\omega_j^2}\,\frac{\nu^2}{\nu^2+\omega_j^2}|q|^2 .$$

Summed over the bath, using $\int_0^\infty d\omega/(\nu^2+\omega^2)=\pi/2|\nu|$, this becomes

$$\frac{|q|^2}{2}\,\frac2\pi\int_0^\infty m\gamma\,\frac{\nu^2}{\nu^2+\omega^2}\,d\omega=\frac{m\gamma|\nu|}{2}|q|^2 .$$

The particle itself adds $\frac12m(\nu^2-\omega_b^2)|q|^2$ near the barrier top. To second order, therefore,

$$\frac{S}{\hbar\beta}=V_0+\frac m2\sum_n\lambda_n|q_n|^2,\qquad
\lambda_n=\nu_n^2+\gamma|\nu_n|-\omega_b^2 .$$

**Where the resting path loses stability.** The path $q(\tau)=0$ has $S/\hbar=\beta V_0$ and gives the Arrhenius factor $e^{-\beta V_0}$. Its eigenvalue $\lambda_0=-\omega_b^2$ is negative at every temperature: this is the direction across the barrier, which any saddle point of a rate must have. For $n\geq1$, $\lambda_n$ increases with both $n$ and $T$. On cooling, $\lambda_1$ is therefore the first of them to reach zero. This happens at $\nu_1=\mu$, where

$$\mu^2+\gamma\mu-\omega_b^2=0,\qquad
\mu=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2 .$$

The other root is negative and cannot equal $\nu_1$. Since $\nu_1=2\pi k_BT/\hbar$,

$$T_c=\frac{\hbar\mu}{2\pi k_B}.$$

The same $\mu$ has a classical meaning. Inserting $q\propto e^{\mu t}$ into $\ddot q+\gamma\dot q-\omega_b^2q=0$ gives the same quadratic, so $\mu$ is the rate at which a particle falls away from the barrier top.

**The requested ratio.** Without friction $\mu=\omega_b$. For $\gamma=\omega_b$, put $x=\mu/\omega_b$:

$$x^2+x-1=0,\qquad \frac{T_c(\omega_b)}{T_c(0)}=x=\frac{\sqrt5-1}{2}=0.618 .$$

The meaning of $\gamma$ matters here. If the friction term is written $2m\Gamma\dot q$ and $\Gamma=\omega_b$, then $\gamma=2\omega_b$ and the ratio is $\sqrt2-1=0.414$.

**Does tunnelling take over there?** An instability shows a crossover only if a better path appears on the cold side. Include the next terms of the force,

$$\frac{V'}m=-\omega_b^2q+c_3q^2+c_4q^3,$$

and try $q=b_0+a\cos\theta+b_2\cos2\theta$ with $\theta=\nu_1\tau$. Here $b_0$ and $b_2$ are of order $a^2$. A stationary path satisfies $(\nu_n^2+\gamma\nu_n)q_n+(V'/m)_n=0$ for each harmonic. With $\cos^2\theta=\frac12(1+\cos2\theta)$ and $\cos^3\theta=\frac34\cos\theta+\frac14\cos3\theta$, the leading terms are

$$-\omega_b^2b_0+\tfrac12c_3a^2=0,\qquad \lambda_2b_2+\tfrac12c_3a^2=0,$$
$$\lambda_1a+c_3a(2b_0+b_2)+\tfrac34c_4a^3=0 .$$

Inserting $b_0$ and $b_2$ into the last line and dividing by $a$ gives

$$\lambda_1+Ba^2=0,\qquad B=\frac{c_3^2}{\omega_b^2}-\frac{c_3^2}{2\lambda_2}+\frac34c_4 .$$

If $B>0$, a solution exists for $\lambda_1<0$, that is, below $T_c$. This oscillating path is the bounce. At $T_c$, $\gamma\mu=\omega_b^2-\mu^2$ gives $\lambda_2=4\mu^2+2\gamma\mu-\omega_b^2=2\mu^2+\omega_b^2>\omega_b^2$, so the cubic terms together are positive. The condition can fail only through a sufficiently negative $c_4$. A bounce then already exists just above $T_c$, and $T_c$ merely marks where the resting path loses stability.

The mean of $\cos^2\theta$ is $\frac12$, so the equation for $a$ is the derivative of

$$\frac{S}{\hbar\beta}=V_0+m\left(\frac{\lambda_1a^2}{4}+\frac{Ba^4}{8}\right).$$

At $a^2=-\lambda_1/B$ the bracket equals $-\lambda_1^2/8B$. For $B>0$ the bounce thus has a smaller action than the resting path just below $T_c$. This is a local result: on a barrier with steep sides, a larger bounce outside this expansion can dominate already above $T_c$. Without friction, the $\text{sech}^2$ barrier used below has no such bounce, because all its bounces have periods longer than $2\pi/\omega_b$. For $\gamma=\omega_b$, following its symmetric bounces numerically up to a first-harmonic amplitude of $2.5L$ likewise gives only periods longer than $2\pi/\mu$.

Two calculations that do not use the formula for $\mu$ as their result support the ratio. Diagonalizing the particle with 400 explicit oscillators gives an unstable mode of rate $0.618034\,\omega_b$. Solving the full nonlinear path equation for a $\text{sech}^2$ barrier at 1, 2 and 3 % below threshold, and extrapolating to zero amplitude, gives a ratio of onset temperatures of 0.618035.

## How sharp is the crossover?

Take $V=V_0\,\text{sech}^2(q/L)=V_0(1-q^2/L^2+2q^4/3L^4-\dots)$. Differentiation gives $\omega_b^2=2V_0/mL^2$, $c_3=0$ and $c_4=8V_0/3mL^4=4\omega_b^2/3L^2$, hence $B=\omega_b^2/L^2$ and $m/B=2V_0/\omega_b^4$.

The bounce clearly dominates when its action is lower by about $\hbar$:

$$1=\frac{\beta m\lambda_1^2}{8B}=\frac{\beta V_0\lambda_1^2}{4\omega_b^4}
\quad\Rightarrow\quad |\lambda_1|=2\omega_b^2\sqrt{\frac{k_BT}{V_0}} .$$

Near $T_c$, $\nu_1$ is proportional to $T$, so $|\lambda_1|\approx(2\mu+\gamma)\mu\,\delta T/T_c=(\omega_b^2+\mu^2)\,\delta T/T_c$. The half-width is therefore

$$\frac{\delta T}{T_c}\approx\frac{2\omega_b^2}{\omega_b^2+\mu^2}\sqrt{\frac{k_BT_c}{V_0}} .$$

**Quantum factor above and through $T_c$.** Harmonics $n$ and $-n$ together have the weight $e^{-\beta m\lambda_n|q_n|^2}$. Integration over the complex amplitude gives a result proportional to $1/\lambda_n$. Relative to a free damped particle, the barrier top thus contributes

$$\kappa_h=\prod_{n=1}^\infty\frac{\nu_n^2+\gamma\nu_n}{\nu_n^2+\gamma\nu_n-\omega_b^2}
=\frac{\Gamma(1+r_+)\,\Gamma(1+r_-)}{\Gamma(1+\gamma/\nu_1)},$$

where $r_\pm=(\gamma/2\pm\sqrt{\gamma^2/4+\omega_b^2})/\nu_1$ and $\Gamma(\cdot)$ is the gamma function. The second form follows from factorizing the denominator as $\nu_1^2(n+r_+)(n+r_-)$ and using $\Gamma(1+x)=\lim_{N\to\infty}N!\,N^x/\prod_{n=1}^N(n+x)$; the powers of $N$ cancel because $r_++r_-=\gamma/\nu_1$.

This factor multiplies the classical rate. It contains neither the quantum effects of the reactant well nor the classical slowing by friction.

At $T_c$, $r_-=-1$ and $\kappa_h$ diverges, because the Gaussian weight of the first harmonic becomes flat. Keeping the quartic term cures this. With $u=a^2$, $p=\beta m\lambda_1/4$ and $s=\beta mB/8$, the Gaussian integral $\int_0^\infty e^{-pu}du=1/p$ is replaced by $\int_0^\infty e^{-pu-su^2}du$. Completing the square gives the correction

$$p\int_0^\infty e^{-pu-su^2}du=\sqrt\pi\,z\,e^{z^2}\text{erfc}\,z,\qquad
z=\frac{p}{2\sqrt s}=\frac{\lambda_1}{2\omega_b^2}\sqrt{\frac{V_0}{k_BT}},$$

the last form being for the $\text{sech}^2$ barrier. The zero at $z=0$ cancels the pole, and the product continues smoothly through $T_c$. It is the leading term for a high barrier at fixed $z$, so it applies only near $T_c$; at $T_c/2$ it diverges, because $\lambda_2=0$ there. The half-width above corresponds to $|z|=1$.

## Numbers for hydrogen transfer

The crossover temperatures are

$$T_c(0)=\frac{0.12\ \text{eV}}{2\pi\times8.617\times10^{-5}\ \text{eV/K}}=221.6\ \text{K},$$
$$T_c(\omega_b)=0.6180\times221.6\ \text{K}=137.0\ \text{K}.$$

The estimated half-widths are 48 K without and 34 K with friction. Bounces computed for the full $\text{sech}^2$ barrier gain one $\hbar$ at 43 K and 30 K below the respective $T_c$. The crossover is thus a broad range, and no sharp change of behaviour occurs within a few kelvin of $T_c$.

At 473 K both cases lie well above their $T_c$, so the resting path dominates and the quantum factor is modest. Tunnelling is not absent, however. At a parabolic top without friction, crossings at energy $\varepsilon$ relative to the top have the weight $e^{-\beta\varepsilon}/(1+e^{-2\pi\varepsilon/\hbar\omega_b})$. At $T=2T_c$ this is proportional to $1/\cosh(\pi\varepsilon/\hbar\omega_b)$, so half of the crossings occur below the top. At 473 K, which is $2.13\,T_c$, the share is still 46 %. The harmonic factor is 1.48 without friction and 1.33 with it. For the undamped $\text{sech}^2$ barrier, the thermal average of the quantum transmission gives 1.49. Here the harmonic value is closer to that average than the quartic one, 1.46: away from $T_c$, correcting the first harmonic alone need not improve the result.

At 173 K the undamped system is below its $T_c$ and the damped one above. The undamped thermal average is 54, and the quartic formula gives 48, which is 10 % lower. The average counts all incoming energies from zero upward, whereas an atom bound in a reactant well has none below its zero-point energy; energies below 0.1 eV supply about 1 % of the average and those below 0.2 eV about a quarter. The value therefore describes the model barrier, not a complete surface reaction. With friction the harmonic factor is 8.2 and the quartic formula gives 6.2. In this model friction therefore cuts the tunnelling enhancement by a factor of about $54/6.2\approx9$ at fixed barrier and temperature.

The accuracy of 6.2 has not been measured with friction. Without friction, the formula at the same $T/T_c$ (280 K) is off by 0.1 %. Its error is negative at both 173 K and 473 K but slightly positive at 280 K, so this small value lies near a change of sign and is no measure of general accuracy. The error of the damped value is therefore unknown, and the ninefold reduction is a rough estimate; using the quartic formula for both cases gives $48/6.2\approx8$.

**Relation to real processes.** The barrier data are rough values for hydrogen transfer, not properties of a named surface; 473 K is typical of thermal atomic layer deposition and 173 K of cryogenic etching. The scale $(k_BT/h)e^{-V_0/k_BT}$ is $5\times10^8$ s$^{-1}$ at 473 K and 8 s$^{-1}$ at 173 K, so the corresponding waiting time in the cold case is about 0.1 s. A tunnelling factor of 10 would shorten it to about 0.01 s. These times leave out the reactant well: if $V_0$ is measured from the well bottom, a zero-point energy $E_0$ along the reaction coordinate raises the rate by about $e^{E_0/k_BT}$, a factor near 800 for $E_0=0.1$ eV at 173 K. They indicate a scale only and do not predict a surface rate. In plasma etching, however, ions also supply energy, and this step need not limit the rate.

The least secure assumption is friction that is both strong and without memory. Lattice vibrations have a highest frequency, and a barrier with $\hbar\omega_b=0.12$ eV can be faster than most of them. A simple model, in which the coupling fades gradually above $\omega_D$ instead of ending at a highest frequency, is $J=m\gamma\omega\,\omega_D^2/(\omega_D^2+\omega^2)$. The bath integral then changes to

$$\frac{2m\gamma\nu^2}{\pi}\int_0^\infty\frac{\omega_D^2\,d\omega}{(\omega_D^2+\omega^2)(\nu^2+\omega^2)}=m\gamma\nu\,\frac{\omega_D}{\omega_D+\nu},$$

and the crossover condition becomes $\mu^2+\gamma\mu\,\omega_D/(\omega_D+\mu)=\omega_b^2$. For $\hbar\omega_D=0.05$ eV and still $\gamma=\omega_b$, the ratio rises from 0.618 to 0.849 and $T_c$ from 137 K to 188 K. Then 173 K lies below $T_c$ even with friction, so the ninefold reduction found above for memoryless friction does not carry over to such a bath. With $\gamma\nu_n$ replaced by $\gamma\nu_n\omega_D/(\omega_D+\nu_n)$ throughout, the quartic formula gives a factor of about 18 at 173 K, a reduction by about 3 (2.7 relative to 48, 3.0 relative to 54) instead of 8 to 9; as for the value 6.2, its error with friction is unknown. The position of $T_c$ depends on the cutoff: for $\hbar\omega_D=0.10$ eV the same condition gives 171.5 K, and 173 K then lies almost at $T_c$. At fixed $\gamma$ the cutoff weakens the coupling to oscillators faster than $\omega_D$ and so removes most of their positive contribution to $\lambda_1$; the effective friction at the rate $\mu$ is smaller by the factor $\omega_D/(\omega_D+\mu)$. If instead the friction is Ohmic but weak, $\hbar\gamma=1$ meV, then $T_c=220.7$ K, only 0.9 K below the undamped value.

## Comparison of estimate and solution

The scaling estimate gives $T_c=0.5\times221.6\approx111$ K, against 137 K from the solution; it is 19 % too low. Both have the same leading limits. For weak friction $\mu\to\omega_b$. For strong friction, multiplying and dividing by the conjugate root gives

$$\mu=\frac{\omega_b^2}{\sqrt{\omega_b^2+\gamma^2/4}+\gamma/2}\to\frac{\omega_b^2}{\gamma}.$$

The assumption of a common prefactor is thus correct: it is $1/2\pi$ in both limits.

The error comes from adding times. The exact condition adds inertia and drag at one common rate, $\mu^2+\gamma\mu=\omega_b^2$. The difference appears at first order in weak friction: with $g=\gamma/\omega_b$, the solution falls as $1-g/2$ and the estimate as $1-g$.

The estimate nevertheless stays useful for every $g$. Its ratio to the solution is

$$R(g)=\frac{\sqrt{1+g^2/4}+g/2}{1+g}.$$

Since $\sqrt{1+g^2/4}\leq1+g/2$, $R\leq1$. Moreover,

$$1+\frac{g^2}{4}-\left(\frac45+\frac{3g}{10}\right)^2=\frac{(3-2g)^2}{25}\geq0,$$

so $\sqrt{1+g^2/4}\geq\frac45+\frac{3g}{10}$ and $R\geq\frac45$. The estimate is never too high, and it is at most 20 % too low, with the largest error at $\gamma=\frac32\omega_b$. The case $\gamma=\omega_b$, with $R=0.81$, lies close to this worst point. These bounds hold for memoryless friction at a fixed potential. The numerical output below lists the main values.

## Calculated quantities

```
RATIO OF CROSSOVER TEMPERATURES, gamma = omega_b
formula: 0.618034
explicit bath, unstable mode: 0.618034
onset of computed bounces: 0.618035
if friction is 2*Gamma, Gamma = omega_b: 0.4142
EXAMPLE INPUTS (rough)
barrier height V0: 0.40 eV
barrier quantum hbar*omega_b: 0.12 eV
omega_b = gamma: 1.823e+14 1/s
sech^2 width L for a proton: 0.0480 nm
temperatures of use: 473 K and 173 K
CROSSOVER
mu, damped: 1.127e+14 1/s
T_c undamped: 221.6 K
T_c damped: 137.0 K
lowering: 84.7 K
HALF-WIDTH OF CROSSOVER (sech^2 barrier)
undamped, estimate: 48.4 K
undamped, computed bounce: 43.4 K
damped, estimate: 34.1 K
damped, computed bounce: 29.5 K
BARRIER QUANTUM FACTOR (no unit)
473 K undamped, harmonic: 1.479
473 K undamped, quartic: 1.456
473 K undamped, sech^2 average: 1.491
473 K damped, harmonic: 1.333
473 K damped, quartic: 1.325
173 K undamped, quartic: 48.0
173 K undamped, sech^2 average: 53.6
173 K damped, harmonic: 8.16
173 K damped, quartic: 6.21
ERROR OF QUARTIC FORMULA, undamped
at 473 K: -2.3 %
at 173 K: -10.4 %
at 280 K (T/T_c of damped 173 K): 0.1 %
RATE SCALE (k_B T/h) exp(-V0/k_B T)
at 473 K: 5.39e+08 1/s
at 173 K: 8.02e+00 1/s
OTHER FRICTION
bath cutoff energy: 0.050 eV
ratio with memory: 0.8488
T_c with memory: 188.1 K
weak friction hbar*gamma: 1.0 meV
ratio with weak friction: 0.9958
T_c with weak friction: 220.7 K
```
